# Time-reversal symmetry of the scattering matrix and the protected transmission channel

## One mode and its reversed partner

Take one right-moving mode and one left-moving mode of speed \(v\), with amplitudes \(\psi_+(x)\) and \(\psi_-(x)\), and

\[
H=-i\hbar v\,\sigma_z\partial_x+W(x),\qquad
W=\begin{pmatrix}A&B\\ B^*&D\end{pmatrix},
\]

where \(A,D\) are real. \(W\) vanishes outside a finite region. The element \(B\) turns left movers into right movers and \(B^*\) does the reverse, so \(B\) is the source of reflection.

Time reversal is antiunitary and exchanges the two directions. For a spin-one-half electron its square is \(-1\), and we may write

\[
\Theta\begin{pmatrix}\psi_+\\ \psi_-\end{pmatrix}=\begin{pmatrix}-\psi_-^*\\ \psi_+^*\end{pmatrix}.
\]

Applying it twice gives \((-\psi_+,-\psi_-)\), as required. Now compare the two orders of \(W\) and \(\Theta\):

\[
W\Theta\psi=\begin{pmatrix}-A\psi_-^*+B\psi_+^*\\ -B^*\psi_-^*+D\psi_+^*\end{pmatrix},\qquad
\Theta W\psi=\begin{pmatrix}-B\psi_+^*-D\psi_-^*\\ A\psi_+^*+B^*\psi_-^*\end{pmatrix}.
\]

They agree for every \(\psi\) only if \(A=D\) and \(B=-B\), hence \(B=0\). The right mover then obeys a first-order equation by itself and gains a phase. Its transmission probability is 1, whatever the shape or strength of \(A(x)\).

For a spinless particle the square is \(+1\), and \(\Theta\psi=(\psi_-^*,\psi_+^*)\). The same comparison gives \(A=D\) and \(B=B\), which restricts nothing, and reflection is allowed. The difference is one sign. With several modes that sign makes the scattering matrix symmetric or antisymmetric.

## Setting and conventions

A scatterer of finite extent is joined to clean leads. Scattering is elastic and coherent, and particles do not interact. \(H\) is Hermitian, of short range, and commutes with an antiunitary operator \(\Theta\) that acts locally in space, with

\[
\Theta^2=\eta,\qquad \eta=+1\ \text{(spinless)},\quad \eta=-1\ \text{(spin one half)}.
\]

For a finite region \(\Omega\) containing the scatterer, let \(\langle f|g\rangle_\Omega\) be the inner product restricted to \(\Omega\), and define

\[
J(f,g)=\frac{i}{\hbar}\big[\langle f|Hg\rangle_\Omega-\langle Hf|g\rangle_\Omega\big].
\]

The Schrödinger equation gives \(J(\psi,\psi)=-\frac{d}{dt}\langle\psi|\psi\rangle_\Omega\), so \(J\) is the outward probability flux. As \(H\) has short range, \(J\) depends on the functions near the boundary of \(\Omega\), which lies in the leads.

Since \(\Theta\) is local, antiunitary and commutes with \(H\), we have \(\langle\Theta f|H\Theta g\rangle_\Omega=\langle f|Hg\rangle_\Omega^*\), and likewise for the other term. The prefactor \(i\) is not conjugated along with the bracket, which costs a sign:

\[
J(\Theta f,\Theta g)=-J(f,g)^*. \tag{1}
\]

Time reversal therefore turns an incoming mode into an outgoing one of equal flux. In each lead, choose incoming modes \(\varphi_n\) of energy \(E\) with unit flux, and take \(\Theta\varphi_n\) as the outgoing modes. This choice of basis is part of the result.

Different modes do not interfere in \(J\). For two solutions in a clean lead at the same energy, the flux form through a cross-section does not depend on the position of the cross-section. For wave numbers \(k\neq k'\) it would vary as \(e^{i(k'-k)x}\), so it vanishes. Modes with equal \(k\) are chosen mutually orthogonal over one period of the lead and such that the flux form is diagonal; these are the modes of definite velocity. A diagonal flux form alone would not be enough: the form is indefinite, and at \(k=0\) or at the zone boundary it would allow an incoming mode that interferes with its own partner \(\Theta\varphi_n\). The energy must not lie at a band edge, where a mode carries no flux.

A wave function in the leads is then

\[
\psi=\sum_n a_n\varphi_n+\sum_n b_n\Theta\varphi_n+\text{(decaying part)}.
\]

With the boundary of \(\Omega\) far out, the decaying part drops from the flux, and for two such functions

\[
J(\psi,\psi')=b^\dagger b'-a^\dagger a'. \tag{2}
\]

If both solve \(H\psi=E\psi\) with the same real \(E\), the definition of \(J\) gives \(J=0\).

We assume that a solution exists for every incoming vector \(a\). Its outgoing vector is unique: the difference of two solutions with equal \(a\) has no incoming part, and (2) then gives \(b^\dagger b=0\). This holds even if a bound state shares the energy. So \(b=Sa\) defines \(S\), which is square because the modes come in pairs.

## First derivation: reverse a scattering state

For two solutions, (2) reads \(a^\dagger S^\dagger Sa'=a^\dagger a'\) for all \(a,a'\). Hence \(S^\dagger S=1\), and \(S\) is unitary.

Apply \(\Theta\) to a solution. Coefficients are conjugated, and \(\Theta\Theta\varphi_n=\eta\varphi_n\):

\[
\Theta\psi=\sum_n \eta b_n^*\,\varphi_n+\sum_n a_n^*\,\Theta\varphi_n+\text{(decaying part)}. \tag{3}
\]

The decaying part still decays, because \(\Theta\) is local. As \(H\) commutes with \(\Theta\) and \(E\) is real, \(\Theta\psi\) is again a solution at energy \(E\). Its incoming vector is \(\eta b^*\) and its outgoing vector is \(a^*\), so the same \(S\) connects them:

\[
a^*=S\,\eta b^*=\eta\,SS^*a^*.
\]

This holds for every \(a\). Since \(\eta^2=1\),

\[
SS^*=\eta. \tag{4}
\]

Multiply from the left by \(S^\dagger\) and use unitarity: \(S^*=\eta S^\dagger\). The complex conjugate is

\[
\boxed{S=\eta S^{T}} \tag{5}
\]

\(S\) is symmetric for spinless particles and antisymmetric for spin one half.

## Second derivation: a conserved bilinear form

Take two solutions \(f\) and \(g\) at the same energy, with amplitudes \((a,Sa)\) and \((a',Sa')\). Reverse the first one and form

\[
C(f,g)=J(\Theta f,g).
\]

\(J\) is antilinear in its first entry and \(\Theta\) is antilinear too, so \(C\) is linear in both functions. For a spinless particle of mass \(m\) in one dimension, two integrations by parts give

\[
C(f,g)=-\frac{i\hbar}{2m}\big[f g'-f'g\big]_{\partial\Omega},
\]

where the bracket is the value at the right end minus that at the left end, and primes on \(f\) and \(g\) here denote derivatives. This is a difference of Wronskians. The general form \(C\) plays the same part for many modes and for spin.

Both \(\Theta f\) and \(g\) solve the equation at energy \(E\), so \(C(f,g)=0\). By (3), \(\Theta f\) has incoming vector \(\eta(Sa)^*\) and outgoing vector \(a^*\). Insert these into (2), noting that \((a^*)^\dagger=a^T\):

\[
0=a^{T}Sa'-\eta\,(Sa)^{T}a'=a^{T}\big(S-\eta S^{T}\big)a'.
\]

The vectors \(a\) and \(a'\) are arbitrary, so \(S=\eta S^T\), which is (5). Unitarity was not used.

A magnetic field in the scatterer is handled the same way. Reversal then gives \(\Theta H(\mathcal B)\Theta^{-1}=H(-\mathcal B)\). Take \(f\) as a solution for \(\mathcal B\) and \(g\) as one for \(-\mathcal B\). Both \(\Theta f\) and \(g\) solve the equation for \(-\mathcal B\), and

\[
S(-\mathcal B)=\eta\,S(\mathcal B)^{T}.
\]

The matrix at a fixed nonzero field need not have either symmetry.

## Why an odd number of modes protects one channel

Let \(\eta=-1\), and let one lead have \(N\) incoming modes. Its outgoing modes are their reversed partners, so the block \(r\) of \(S\) describing reflection into this lead is an \(N\times N\) block on the diagonal of \(S\). It inherits

\[
r^{T}=-r. \tag{6}
\]

In particular \(r_{nn}=0\): no mode is reflected into its own partner. Reflection into the partner of another mode is allowed. Taking determinants,

\[
\det r=\det r^T=\det(-r)=(-1)^N\det r .
\]

For odd \(N\) this forces \(\det r=0\), and there is a normalized vector \(u\) with \(ru=0\). Let \(t\) collect the amplitudes into all other leads. The diagonal block of \(S^\dagger S=1\) is \(r^\dagger r+t^\dagger t=1\), so

\[
t^\dagger t\,u=u-r^\dagger r\,u=u. \tag{7}
\]

A transmission eigenvalue, meaning an eigenvalue of \(t^\dagger t\), equals 1. The vector \(u\) depends on the scatterer and on energy; what is protected is the existence of such a combination.

The remaining eigenvalues are paired. Let \(r^\dagger r\,u=\rho u\) with \(\rho>0\), and set \(w=(ru)^*=r^*u^*\). From (6), \(r^\dagger=-r^*\). The conjugate of the eigenvalue equation is \(r^Tr^*u^*=\rho u^*\), or \(-rr^*u^*=\rho u^*\). Therefore

\[
r^\dagger r\,w=-r^*\,(rr^*u^*)=\rho\,r^*u^*=\rho w .
\]

The two vectors are orthogonal. Indeed \(w^\dagger u=(ru)^Tu=u^Tr^Tu=-u^Tru\), while a number equals its own transpose, so \(u^Tr^Tu=u^Tru\). Both can hold only if \(w^\dagger u=0\).

To see that the whole eigenspace has even dimension, define \(Ku=(ru)^*/\sqrt\rho\) on it. This map is antiunitary, since

\[
(Kx)^\dagger(Ku)=\frac{\big[(rx)^\dagger(ru)\big]^*}{\rho}=(x^\dagger u)^*.
\]

Its square is \(K^2u=r^*ru/\rho=-r^\dagger ru/\rho=-u\). If \(x\) is orthogonal to \(u\) and \(Ku\), then \(Kx\) is orthogonal to \(Ku\) and \(K^2u=-u\). Pairs can thus be split off one after another until nothing is left.

So eigenvalues \(T=1-\rho\) below 1 have even multiplicity, and the number of unit eigenvalues has the parity of \(N\). For even \(N\) that number may be zero. In linear response at zero temperature, a two-terminal conductor has

\[
G=\frac{e^2}{h}\,\mathrm{Tr}\,t^\dagger t\ \ge\ \frac{e^2}{h}\qquad(N\ \text{odd}),
\]

where each mode is counted singly, without a further factor for spin.

The determinant argument also applies to \(S\) as a whole. If its dimension were odd, \(\det S\) would vanish, which contradicts unitarity. The total number of incoming modes is therefore even, and in a two-terminal conductor both leads have the same parity.

## What each derivation assumes

Both derivations use the flux-normalized, \(\Theta\)-paired basis. They differ in what they ask of \(H\), and the difference shows once \(H\) is not Hermitian.

The first derivation needs two facts. \(\Theta\psi\) must solve the same equation as \(\psi\), that is \(\Theta H\Theta^{-1}=H\), which gives \(SS^*=\eta\) as long as \(S\) is well defined. Then particle conservation turns this into a statement about \(S^T\).

The second needs one fact: \(\Theta f\) must be a partner for \(g\) in a conserved form. Let particles be lost inside the scatterer, \(H=H_0-i\Gamma\), where \(\Gamma\ge0\) is Hermitian, confined to the scatterer, and commutes with \(\Theta\), as \(H_0\) does. Then \(\Theta H\Theta^{-1}=H_0+i\Gamma=H^\dagger\). Define \(J\) with \(H_0\). From \(Hg=Eg\) and \(H^\dagger\Theta f=E\Theta f\),

\[
H_0g=Eg+i\Gamma g,\qquad H_0\Theta f=E\Theta f-i\Gamma\Theta f .
\]

Hence

\[
J(\Theta f,g)=\frac{i}{\hbar}\big[i\langle\Theta f|\Gamma g\rangle-i\langle\Gamma\Theta f|g\rangle\big]=0,
\]

where the second term has its sign because \(-i\) is conjugated on the left of the inner product. The rest of the derivation is unchanged, so \(S^T=\eta S\) survives absorption. The first derivation does not reach this case: \(\Theta\psi\) solves the equation with gain in place of loss, and \(S\) is not unitary.

The unit eigenvalue is in general lost; it survives only if the absorber does not act on the protected state. For odd \(N\), \(r\) is still antisymmetric and still has a null vector \(u\). But for the corresponding state \(\psi\) the same algebra gives \(J(\psi,\psi)=-2\langle\psi|\Gamma\psi\rangle/\hbar\), and (2) becomes

\[
|tu|^2=1-\frac{2}{\hbar}\langle\psi|\Gamma\psi\rangle .
\]

Time reversal forbids the reflection of \(u\). That everything not reflected is transmitted is a separate statement, and it comes from particle conservation. The numerical check covers Hermitian scatterers; the absorbing case rests on the derivation above.

Both derivations also depend on the basis. For a wire with real transverse functions and \(\Theta=i\sigma_yK\), where \(K\) is complex conjugation, one may describe outgoing waves by fixed spin components. A vector \(b\) in the paired basis has spin components \(i\sigma_yb\), so \(S_{\rm spin}=i\sigma_yS\) and \(S=-i\sigma_yS_{\rm spin}\). As \((i\sigma_y)^T=-i\sigma_y\), the condition \(S^T=-S\) becomes \(S_{\rm spin}^T\,i\sigma_y=i\sigma_yS_{\rm spin}\), or

\[
S_{\rm spin}=\sigma_yS_{\rm spin}^{T}\sigma_y .
\]

This is the same physics, but the matrix is not antisymmetric in general. Flux normalization matters too. For plain wave amplitudes the matrix is \(S_{mn}\sqrt{v_n/v_m}\), with mode velocities \(v_n\). In a disordered spinless strip with three open modes, the largest element of \(|S-S^T|\) is at rounding level with flux normalization and 0.43 without it.

## Which leads have odd \(N\)

The same strip has \(N=3\), yet its largest transmission eigenvalue is 0.449. An odd number by itself forces nothing when \(\eta=+1\).

For \(\eta=-1\), an ordinary periodic lead of finite width has even \(N\). Its levels at \(k=0\) and at the zone boundary \(k=\pi\) (in units of the inverse period) are Kramers pairs, so an even number of levels lies below \(E\) at each point, provided \(E\) is not itself one of these levels. Between them, every crossing of \(E\) changes that number by one, so the number of crossings in \(0<k<\pi\) is even. Each has a partner at \(-k\) with opposite velocity, and one member of the pair is incoming. Thus \(N\) equals this even number. If \(E\) coincides with a level at \(k=0\) or \(\pi\) without being a band edge, a small shift of \(E\) leaves \(N\) unchanged, so \(N\) is even there too. In 200 random leads with \(\Theta^2=-1\), the program found \(N=0,2,4,6\); without the symmetry, odd values appeared.

Odd \(N\) therefore needs modes that are not the complete set of such a wire. At an energy in the bulk gap, the edge of a two-dimensional topological insulator has an odd number of helical pairs. A strip has two edges, and its total \(N\) is even. Protection applies to one edge as long as coupling to the other is negligible and the assumptions made above hold: time-reversal symmetry and elastic, coherent scattering without interactions. In a real edge, inelastic processes can cause reflection and lower the conductance. If the edges are coupled, a mode can be reflected into the counter-propagating mode of the opposite edge, which is the partner of a different mode; its own partner lies on the same edge, because \(\Theta\) is local.

## Worked example: three helical pairs

Let \(\psi_+\) and \(\psi_-\) now have three components each, with equal speeds \(v\), and let the scatterer be uniform over \(0<x<L\) with \(A=D=0\). Repeating the opening comparison with matrices gives \(B=-B^T\). Choose

\[
B=\begin{pmatrix}0&2&1\\-2&0&2\\-1&-2&0\end{pmatrix}\text{meV},\qquad
u=\frac13\begin{pmatrix}2\\-1\\2\end{pmatrix}.
\]

Direct multiplication gives \(Bu=0\). The singular values of \(B\) are \(s=3,3,0\) meV, with \(3=\sqrt{2^2+1^2+2^2}\). The equations are

\[
\psi_+'=\frac{i}{\hbar v}(E\psi_+-B\psi_-),\qquad
\psi_-'=-\frac{i}{\hbar v}(E\psi_--B^\dagger\psi_+).
\]

Differentiate the second and insert both. The terms in \(EB^\dagger\psi_+\) cancel, leaving

\[
\psi_-''=\frac{B^\dagger B-E^2}{(\hbar v)^2}\,\psi_- .
\]

For an incoming vector \(a\) orthogonal to \(u\), \(B^\dagger B\) acts as \(s^2\). Set \(\hbar vq=\sqrt{s^2-E^2}\), for \(s>E\). Nothing enters from the right, so \(\psi_-(L)=0\) and \(\psi_-=c\sinh q(L-x)\). The second equation at \(x=0\), with \(\psi_+(0)=a\), gives

\[
c\,\big[\hbar vq\cosh qL-iE\sinh qL\big]=-iB^\dagger a .
\]

Since \(ra=\psi_-(0)=c\sinh qL\),

\[
r=\frac{-iB^\dagger\sinh qL}{\hbar vq\cosh qL-iE\sinh qL}. \tag{8}
\]

For \(a=u\), \(B^\dagger u=0\) and \(\psi_-=0\) solves the equations, so (8) holds there too. It is antisymmetric because \(B\) is. With \(\cosh^2=1+\sinh^2\), the squared modulus of the denominator is \(s^2-E^2+s^2\sinh^2qL\), and \(T=1-\rho\) becomes

\[
T=\left[1+\frac{s^2\sinh^2qL}{s^2-E^2}\right]^{-1}. \tag{9}
\]

Take \(v=5\times10^5\) m/s, \(E=1\) meV and \(L=200\) nm. Then \(\hbar v=329.11\) meV nm, \(\hbar vq=\sqrt{9-1}=2.828\) meV, \(qL=2.8284\times200/329.11=1.719\) and \(\sinh qL=2.6994\) (from the unrounded argument). Equation (9) gives

\[
T=\frac{1}{1+9\times2.6994^2/8}=0.1087
\]

for the pair, and \(T=1\) for \(u\). The conductance is \(G=(1+2\times0.1087)\,e^2/h=1.217\,e^2/h\), or 47.16 µS. Integration of the full six-component equation agrees with (8) and (9). An individual mode is still reflected: \(r_{21}=0.198-0.597i\), while \(r_{12}=-r_{21}\) and \(r_{11}=0\).

At \(L=1000\) nm the pair has \(T=1.2\times10^{-7}\), and \(G\) is \(e^2/h\) to six decimals. If modes 1 and 2 alone are present, \(s=2\) meV for both, and at 200 nm both eigenvalues are 0.322. An even number leaves no protected channel.

Finally, break time reversal by replacing \(B\) with \(B+m\), where \(m=1.5\) meV multiplies the unit matrix. This part is symmetric, so \(\Theta\) forbids it. Because \(B+B^T=0\), \((B+m)(B+m)^T=BB^T+m^2\), and the singular values become \(\sqrt{s^2+m^2}=1.5,\,3.354,\,3.354\) meV. Equation (9) now gives \(T=0.508,\,0.072,\,0.072\) at 200 nm, and \(G=0.652\,e^2/h\). The former protected channel is partly reflected, and the conductance falls below the bound.

## Table of computed values

```
Lattice strip, energies in units of the hopping, E = 0.3
 spinless: incoming modes left 3, right 3
  T eigenvalues: [0.4491 0.1706 0.0074]
  max|S^T - eta S|: no flux 1e-15, flux 0.5 rad 1.339
  same without flux normalization 0.428
 spinless: incoming modes left 3, right 2
  T eigenvalues: [0.2886 0.1555]
  max|S^T - eta S|: no flux 6e-16, flux 0.5 rad 1.375
  same without flux normalization 0.412
 spin 1/2: incoming modes left 6, right 6
  T eigenvalues: [0.4225 0.4225 0.2879 0.2879 0.017  0.017 ]
  max|S^T - eta S|: no flux 7e-16, flux 0.5 rad 0.912
 spin 1/2: incoming modes left 6, right 4
  T eigenvalues: [0.4243 0.4243 0.1476 0.1476]
  max|S^T - eta S|: no flux 8e-16, flux 0.5 rad 1.058
Random helical scatterers: smallest reflection eigenvalue
 N=1: Theta kept 0.0e+00, broken 4.7e-01
 N=2: Theta kept 1.7e-01, broken 7.9e-02
 N=3: Theta kept 1.8e-33, broken 1.1e-01
 N=4: Theta kept 2.7e-01, broken 1.7e-01
 N=5: Theta kept 1.0e-33, broken 2.9e-02
Incoming modes found in 200 random lattice leads each:
 Theta^2=-1 kept: [0, 2, 4, 6]  broken: [0, 1, 2, 3]
Worked example: three helical mode pairs
 v = 5.0e+05 m/s, E = 1.0 meV, L = 200 nm
 hbar v = 329.11 meV nm
 singular values of B (meV): [3. 3. 0.]
 hbar v q = 2.8284 meV, q L = 1.7189
 sinh(qL) = 2.6994, cosh(qL) = 2.8787
 r12 = -0.1981+0.5974j, r21 = 0.1981-0.5974j
 r13 = -0.0990+0.2987j, r31 = 0.0990-0.2987j
 r23 = -0.1981+0.5974j, r32 = 0.1981-0.5974j
 |r u| for u=(2,-1,2)/3: 8e-17
 T eigenvalues: 1.000000 0.108722 0.108722
 pair T from closed formula: 0.108722
 G = 1.2174 e^2/h = 47.164 microsiemens
 e^2/h = 38.740 microsiemens
 L = 1000 nm: pair T = 1.219e-07, G = 1.000000 e^2/h
 channels 1,2 only (s = 2 meV): T = 0.321535 0.321535
 time-odd term m = 1.5 meV: s = 1.5000, 3.3541 meV
  T = 0.508404 0.071974 0.071974, G = 0.6524 e^2/h
```
